# Balancing the diffraction orders of an attenuated phase-shift mask

A photomask carries parallel lines of period $p$. Half of each period is a clear space and the other half is a line, made of a film that lets a little light through with its phase shifted by $\pi$. Relative to the clear space, the field behind the mask is multiplied by

$$
m(x)=\begin{cases}1, & |x|<p/4,\\ -t, & p/4<|x|<p/2,\end{cases}\qquad 0\le t<1,
$$

repeated with period $p$. The minus sign is the phase factor $e^{i\pi}$. The intensity transmission of the lines, called the background transmission, is $T=t^2$. The origin lies at the centre of a clear space.

The following assumptions hold unless a part says otherwise.

- The mask is thin: $m(x)$ does not depend on the direction of illumination, and the film has no shadowing edges.
- The light is monochromatic and coherent, with its electric field parallel to the lines, so that fields add as scalars.
- All lengths and angles are those on the wafer side of an ideal projection lens. The image is formed in air, and the resist is not modelled.
- Atomic units are used in the algebra, so a photon of angular frequency $\omega$ has energy $\omega$, and $c$ is the speed of light in these units. Numbers are given in eV and angstrom.

## Part (a): the diffraction amplitudes

**Question.** The amplitude of order $n$ is

$$
a_n=\frac1p\int_{-p/2}^{p/2}m(x)\,e^{-2\pi i n x/p}\,dx .
$$

Find $a_n$ for every integer $n$. Check the result against the mean intensity behind the mask, and say what the phase shift does to the zero and first orders.

**Answer.** Write the mask as a uniform background plus a step in the clear space:

$$
m(x)=-t+(1+t)\,w(x),
$$

where $w=1$ for $|x|<p/4$ and $w=0$ in the rest of the period. The uniform term contributes only to $n=0$, because $e^{-2\pi i n x/p}$ integrates to zero over a full period when $n\neq0$.

For $n=0$ the mean of $w$ is $1/2$, so

$$
a_0=-t+\frac{1+t}{2}=\frac{1-t}{2}.
$$

For $n\ne0$,

$$
a_n=\frac{1+t}{p}\int_{-p/4}^{p/4}e^{-2\pi i n x/p}\,dx
=(1+t)\,\frac{e^{i\pi n/2}-e^{-i\pi n/2}}{2\pi i n}
=(1+t)\,\frac{\sin(\pi n/2)}{\pi n}.
$$

The even orders other than zero vanish, and the two first orders are equal:

$$
a_1=a_{-1}=\frac{1+t}{\pi}.
$$

The mean intensity behind the mask is $(1+t^2)/2$, since each half of the period contributes its own intensity. By Parseval's theorem the squared amplitudes must add up to this. With $\sum_{n=1,3,5,\dots}n^{-2}=\pi^2/8$,

$$
\sum_n a_n^2=\frac{(1-t)^2}{4}+\frac{2(1+t)^2}{\pi^2}\,\frac{\pi^2}{8}
=\frac{(1-t)^2+(1+t)^2}{4}=\frac{1+t^2}{2},
$$

as required.

The zero order is the mean field. Light of reversed sign from the lines subtracts from it. The first order is proportional to the step in field between space and line, and the reversed sign enlarges that step from $1$ to $1+t$. The film therefore weakens $a_0$ and strengthens $a_1$.

## Part (b): the balance condition

**Question.** For which background transmission $T$ does the zero order have the same amplitude as one first order? Show that there is one such value in the allowed range, and find the common amplitude. Could a partly transmitting film without the phase shift achieve the same balance?

**Answer.** Both amplitudes are positive for $0\le t<1$, so the condition is $a_0=a_1$:

$$
\frac{1-t}{2}=\frac{1+t}{\pi}.
$$

Multiplying by $2\pi$ gives $\pi(1-t)=2(1+t)$. Collecting the terms in $t$ gives $\pi-2=(\pi+2)t$, hence

$$
t=\frac{\pi-2}{\pi+2}=0.2220,\qquad
T=\left(\frac{\pi-2}{\pi+2}\right)^2=0.0493 .
$$

The background must transmit about 4.9 percent of the intensity.

For uniqueness, consider the ratio

$$
r=\frac{a_1}{a_0}=\frac{2}{\pi}\,\frac{1+t}{1-t},\qquad
\frac{dr}{dt}=\frac{2}{\pi}\,\frac{(1-t)+(1+t)}{(1-t)^2}=\frac{4}{\pi(1-t)^2}>0 .
$$

It starts at $2/\pi=0.637$ for opaque lines and grows without bound as $t\to1$, where the zero order disappears. It passes through $1$ once.

At the balance $1-t=4/(\pi+2)$, so

$$
a_0=a_1=\frac{2}{\pi+2}=0.3890 ,
$$

in units of the clear-field amplitude.

A film without the phase shift is described by replacing $t$ with $-t$. The ratio becomes $(2/\pi)(1-t)/(1+t)$, which never exceeds $2/\pi$. Such a film moves the orders further from balance, so the reversed sign is essential.

## Part (c): other meanings of "equal"

**Question.** Repeat the calculation for two other conditions: (i) the zero order carries as much power as the two first orders together; (ii) the zero-order amplitude equals the sum of the two first-order amplitudes. Take the power of an order as its squared amplitude.

**Answer.** (i) The condition $a_0^2=2a_1^2$ means $a_0=\sqrt2\,a_1$, since both amplitudes are positive. Then

$$
\frac{1-t}{2}=\frac{\sqrt2\,(1+t)}{\pi}
\;\Rightarrow\;
\pi(1-t)=2\sqrt2\,(1+t)
\;\Rightarrow\;
t=\frac{\pi-2\sqrt2}{\pi+2\sqrt2}.
$$

This gives $T=0.275$ percent, about eighteen times less than in part (b).

(ii) The condition $a_0=2a_1$ gives $\pi(1-t)=4(1+t)$, so $t=(\pi-4)/(\pi+4)$. This is negative and lies outside the allowed range. Already for opaque lines $2a_1=0.637$ exceeds $a_0=0.5$, and increasing $t$ widens the gap. No $\pi$-shifted background satisfies this condition.

The result of part (b) thus belongs to a comparison with a single first order. The next parts treat an image for which that is the relevant comparison.

## Part (d): selecting two orders

**Question.** The photon energy is 6.4 eV, the period is $p=1600$ angstrom and the numerical aperture is 0.8. The illumination is tilted so that order $n$ reaches the wafer with the direction sine

$$
s_n=-\sin\theta+\frac{n\lambda}{p}.
$$

Choose the tilt that makes orders $0$ and $+1$ arrive symmetrically about the axis. Which orders pass the lens? What would happen without tilt? For which periods does the symmetric two-beam arrangement work?

**Answer.** The wavelength is

$$
\lambda=\frac{2\pi c}{\omega},
$$

which for 6.4 eV is 1937.3 angstrom. Symmetry requires $s_1=-s_0$, that is $-\sin\theta+\lambda/p=\sin\theta$. Therefore

$$
\sin\theta=\frac{\lambda}{2p}=\frac{1937.3}{2\times1600}=0.6054,
\qquad s_n=(2n-1)\frac{\lambda}{2p}.
$$

Orders $0$ and $+1$ have $|s_n|=0.6054$, which is below 0.8, and they pass. The next ones, $-1$ and $+2$, have $|s_n|=3\times0.6054=1.816$ and are blocked, as are all higher orders.

Without tilt the first orders would have $|s_{\pm1}|=\lambda/p=1.211$. Only the zero order would pass, and the image would be uniform whatever the value of $T$.

In general the two wanted orders pass if $\lambda/(2p)\le\mathrm{NA}$, and the next two are blocked if $3\lambda/(2p)>\mathrm{NA}$. Together these conditions read

$$
\frac{\lambda}{2\,\mathrm{NA}}\le p<\frac{3\lambda}{2\,\mathrm{NA}},
$$

or roughly 1211 to 3632 angstrom here. The chosen period lies inside this range.

## Part (e): the image and its contrast

**Question.** Find the intensity in the focal plane and its contrast $V=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$. Which $T$ gives the greatest contrast, and what does it cost in peak intensity compared with opaque lines?

**Answer.** Let $k=2\pi/\lambda$. The transverse wave numbers of the two beams are $\mp k\lambda/(2p)=\mp\pi/p$, so in the focal plane

$$
E(x)=a_0e^{-i\pi x/p}+a_1e^{i\pi x/p}.
$$

At symmetric tilt any factor that depends on the magnitude of the angle is common to both beams and is dropped. Squaring the modulus gives

$$
I(x)=a_0^2+a_1^2+2a_0a_1\cos\frac{2\pi x}{p}.
$$

The maximum is $(a_0+a_1)^2$, at the centre of the space. The minimum is $(a_0-a_1)^2$, at the centre of the line. Their difference is $4a_0a_1$ and their sum is $2(a_0^2+a_1^2)$, so

$$
V=\frac{2a_0a_1}{a_0^2+a_1^2}=\frac{2r}{1+r^2},
\qquad
1-V=\frac{(1-r)^2}{1+r^2}\ge0 .
$$

Equality holds only for $r=1$. The greatest contrast is therefore $V=1$, reached at the transmission found in part (b). A direct numerical search for the greatest contrast of the computed image also gives 4.930 percent.

At the balance the two beams cancel completely at the centre of the line. With $1+\cos2u=2\cos^2u$ the image becomes

$$
I(x)=2a_0^2\left(1+\cos\frac{2\pi x}{p}\right)=4a_0^2\cos^2\frac{\pi x}{p},
$$

with peak $4a_0^2=0.605$ of the clear-field intensity.

For opaque lines $a_0=0.5000$ and $a_1=0.3183$. The minimum is $(0.5000-0.3183)^2=0.0330$, the peak is $(0.8183)^2=0.670$ and the contrast is 0.906. The dark line is not dark because the first order is too weak to cancel the zero order. The attenuated film removes this residue and lowers the peak by a fraction $1-0.605/0.670$, or about 10 percent.

## Part (f): edge slope and tolerance

**Question.** The quality of an edge is measured by

$$
N=\frac p2\left|\frac{d\ln I}{dx}\right|_{x=p/4},
$$

the line width times the logarithmic slope at the nominal edge. Express $N$ through $V$. Compare $T=0$, the balanced value, 6 percent and 10 percent. If the printed edge lies where dose times intensity reaches a fixed threshold, how far does a 5 percent dose error move it?

**Answer.** Differentiating the image gives

$$
\frac{dI}{dx}=-\frac{4\pi}{p}\,a_0a_1\sin\frac{2\pi x}{p}.
$$

At $x=p/4$ the sine is $1$ and the cosine in $I$ is $0$, so $I=a_0^2+a_1^2$. Hence

$$
\frac{1}{I}\frac{dI}{dx}=-\frac{4\pi}{p}\,\frac{a_0a_1}{a_0^2+a_1^2}=-\frac{2\pi}{p}V,
\qquad N=\frac p2\cdot\frac{2\pi}{p}V=\pi V .
$$

The slope at the nominal edge is therefore greatest for the transmission that gives the greatest contrast, and its largest value there is $N=\pi$.

| $T$ | $a_0$ | $a_1$ | $V$ | $N$ |
|---|---|---|---|---|
| 0 | 0.5000 | 0.3183 | 0.906 | 2.846 |
| 4.93 % | 0.3890 | 0.3890 | 1.000 | 3.142 |
| 6 % | 0.3775 | 0.3963 | 0.999 | 3.138 |
| 10 % | 0.3419 | 0.4190 | 0.980 | 3.078 |

The optimum is flat. Setting $r=1+\delta$ in the expression for $1-V$ gives, to leading order, $1-V\approx\delta^2/2$. At 6 percent $\delta=0.0497$, so the estimated loss is $0.0012$, in agreement with the table. Within the thin-mask model, a film of 6 percent transmission is thus nearly as good as the balanced one for this pattern, and even 10 percent gives a larger logarithmic slope than opaque lines. Part (h) states how far a film of real thickness departs from this.

If the dose is multiplied by $1+\varepsilon$, with $|\varepsilon|\ll1$, then $\ln I$ at the new edge must change by $-\varepsilon$ to leading order. The edge moves by

$$
|\Delta x|\approx\frac{|\varepsilon|}{|d\ln I/dx|}=\frac{|\varepsilon|\,p/2}{N}.
$$

For $\varepsilon=0.05$ and a line width of 800 angstrom this is $40/3.142\approx13$ angstrom at the balance and $40/2.846\approx14$ angstrom for opaque lines. These are first-order values. Solving $(1+\varepsilon)\left(1+V\cos(2\pi x/p)\right)=1$ exactly gives $|\Delta x|=(p/2\pi)\arcsin\left[|\varepsilon|/((1+\varepsilon)V)\right]$, which is 12.1 and 13.4 angstrom for $\varepsilon=+0.05$, and 13.4 and 14.8 angstrom for $\varepsilon=-0.05$. The improvement is real but moderate, because the opaque mask already has a contrast of 0.906 under this illumination.

## Part (g): defocus

**Question.** The wafer is displaced by $z=1000$ angstrom along the axis. How does the balanced image change for the symmetric tilt, and how does it change for $\sin\theta=0.50$?

**Answer.** Each beam gains a phase $kc_nz$, where $c_n=\sqrt{1-s_n^2}$. Any dependence of the beam amplitudes on angle, which need not be common to both beams when the tilt is unsymmetric, is neglected here. The common part of the two phases has no effect on the intensity, and the difference enters the interference term:

$$
I(x,z)=a_0^2+a_1^2+2a_0a_1\cos\!\left[\frac{2\pi x}{p}+k(c_1-c_0)z\right].
$$

For the symmetric tilt $s_1=-s_0$, so $c_1=c_0$ and the image does not depend on $z$. The computed change is at the level of rounding error.

For $\sin\theta=0.50$ the sines are $s_0=-0.500$ and $s_1=-0.500+1.211=0.711$. Both orders still pass, and order $-1$, at $-1.711$, is still blocked. Now $c_0=0.8660$ and $c_1=0.7034$. The contrast is unchanged, but the maximum moves to the point where the argument of the cosine vanishes:

$$
\Delta x=-\frac{p}{\lambda}(c_1-c_0)z
=\frac{1600}{1937.3}\times0.1626\times1000\approx134\ \text{angstrom}.
$$

This is about one sixth of the line width. The phase difference has magnitude $\phi=2\pi\Delta x/p\approx0.53$. The difference of two equal cosine patterns shifted by $\phi$ has amplitude $2\sin(\phi/2)$ times that of either one. At the balance the cosine has half the peak intensity as its amplitude, so the largest local change is $\sin(\phi/2)\approx0.26$ of the peak. The direct calculation gives 0.261.

The ratio of the two amplitudes therefore sets the contrast, which defocus leaves unchanged whether or not they are balanced, while the symmetric tilt keeps the pattern in place through focus. A source of finite width in the direction across the lines contains several tilts, whose patterns shift by different amounts, so its summed image loses contrast with defocus.

## Part (h): limits of the result

**Question.** How does the balance condition change if the clear space occupies a fraction $D$ of the period? How does the contrast of part (e) change if the electric field lies in the plane of incidence?

**Answer.** With $w=1$ over a width $Dp$, the integrals of part (a) become

$$
a_0=-t+(1+t)D,\qquad a_1=(1+t)S,\qquad S=\frac{\sin\pi D}{\pi}.
$$

Keeping $a_0$ positive, $a_0=a_1$ gives $D-S=t(1-D+S)$, or

$$
t=\frac{u}{1-u},\qquad u=D-S .
$$

For $D=1/2$ this returns $(\pi-2)/(\pi+2)$. Since $du/dD=1-\cos\pi D>0$ for $0<D<1$, wider spaces need a more transparent background and narrower spaces a darker one. The solution is admissible while $t<1$, that is $u<1/2$. As long as $a_0$ is positive, the value of 4.9 percent therefore belongs only to equal lines and spaces. For narrow spaces the two magnitudes can also be equal with $a_0$ negative, a case not considered here.

For the other polarization the electric vectors of the two beams are perpendicular to their directions of travel and enclose the angle $2\theta$. The interference term is multiplied by the scalar product of their unit vectors:

$$
V=\frac{2r}{1+r^2}\,|\cos2\theta|,\qquad
\cos2\theta=1-2\sin^2\theta=1-2(0.6054)^2=0.267 .
$$

For a thin mask, whose amplitudes $a_n$ do not depend on the polarization, the best $T$ is unchanged, because the new factor does not contain $r$, but the greatest contrast in air falls from 1 to 0.267. For an image in air at this steep angle, the polarization therefore changes the contrast far more than a choice of $T$ between 0 and 10 percent does. Inside a resist the beams are refracted toward the axis and enclose a smaller angle, so the loss there is smaller.

The thin-mask assumption is itself a limit. A film of refractive index near 2.3 must be about 740 angstrom thick to shift the phase by $\pi$, and on a mask four times larger than the image the period of 6400 angstrom is only about 3.3 wavelengths. The amplitudes of such a grating follow from Maxwell's equations, not from $m(x)$, and they depend on the polarization. For such a film at 4.9 percent transmission a full electromagnetic solution, not derived here, gives $|a_1/a_0|$ near 1.2 for the field along the lines and near 1.07 for the other polarization, and for the field along the lines the balance moves to about 2 percent. The value of 4.9 percent and the table in part (f) describe the thin-mask model, not a real mask at this period.

The main computed values of the thin-mask model are listed in the numerical output; the others follow from them by the formulas above.

## Table of computed values

```
photon energy = 6.4 eV
wavelength = 1937.3 angstrom
pitch = 1600 angstrom
line width = 800 angstrom
numerical aperture = 0.80 (dimensionless)
symmetric tilt, sin theta = 0.6054 (dimensionless)
sine of order -1 = -1.8162
sine of order +2 = 1.8162
balanced background amplitude t = 0.22203
balanced background transmission T = 4.930 percent
common order amplitude = 0.38898 (clear field = 1)
balanced peak intensity = 0.6052 (clear field = 1)
T of greatest contrast, search = 4.930 percent
T for equal total first-order power = 0.275 percent
opaque: a0 = 0.5000, a1 = 0.3183, a1/a0 = 0.6366
opaque: contrast = 0.90604, edge slope x width = 2.8464
opaque: minimum intensity = 0.03301 (clear field = 1)
balanced: a0 = 0.3890, a1 = 0.3890, a1/a0 = 1.0000
balanced: contrast = 1.00000, edge slope x width = 3.1416
balanced: minimum intensity = 0.00000 (clear field = 1)
6 percent: a0 = 0.3775, a1 = 0.3963, a1/a0 = 1.0497
6 percent: contrast = 0.99883, edge slope x width = 3.1379
6 percent: minimum intensity = 0.00035 (clear field = 1)
10 percent: a0 = 0.3419, a1 = 0.4190, a1/a0 = 1.2255
10 percent: contrast = 0.97968, edge slope x width = 3.0778
10 percent: minimum intensity = 0.00594 (clear field = 1)
defocus = 1000 angstrom
unsymmetric tilt, sin theta = 0.50 (dimensionless)
largest image change / peak, symmetric tilt = 5.5e-16
largest image change / peak, other tilt = 0.261
```
